# Why ZORA levels overshoot a constant potential, and the model-potential cure: test program

```python
"""
Result under test: in ZORA, adding a constant D to the potential V moves a level
by D*(1+W) to first order, not by D.  W is the norm of the ZORA small component
divided by the norm of the large component.  A model potential in the kinetic
denominator, which does not follow the constant, removes the false part D*W.

Atomic units; c = speed of light; energies exclude the rest energy.
Radial large component P(r), kappa = relativistic angular quantum number:
  energy = integral of V P^2 + K (P' + kappa P/r)^2,   K = c^2/(2c^2 - U)
  U = V            : ZORA
  U = V - E        : exact elimination, equivalent to the Dirac equation
  U = fixed model  : ZORA with a model potential
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

c = 1.0 / fine_structure
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
Z = 80.0
n_basis, zeta = 80, 12.0

# Logarithmic grid: the trapezoid rule is very accurate for these integrands.
step = 0.006
r = np.exp(np.arange(-28.0, 3.4, step))
weight = step * r


def make_basis(kappa):
    """Laguerre functions with the point-nucleus power law, and P' + kappa P/r."""
    gamma = np.sqrt(kappa**2 - (Z / c) ** 2)
    a = 2 * gamma
    x = 2 * zeta * r
    envelope = np.exp(gamma * np.log(x) - x / 2)
    functions, slopes = [], []
    for k in range(n_basis):
        norm = np.sqrt(2 * zeta) * np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
        lag = eval_genlaguerre(k, a, x)
        dlag = -eval_genlaguerre(k - 1, a + 1, x) if k > 0 else np.zeros_like(x)
        f = norm * envelope * lag
        df = norm * envelope * ((gamma / r - zeta) * lag + 2 * zeta * dlag)
        functions.append(f)
        slopes.append(df + kappa * f / r)
    f = np.array(functions)
    g = np.array(slopes)
    return f, g, (f * weight) @ f.T


basis = {kappa: make_basis(kappa) for kappa in (-1, 1, -2)}


def solve(kappa, index, V, U):
    """Energy and small-to-large norm ratio of one level."""
    f, g, overlap = basis[kappa]
    K = c**2 / (2 * c**2 - U)
    H = (f * (weight * V)) @ f.T + (g * (weight * K)) @ g.T
    energies, vectors = eigh((H + H.T) / 2, overlap)
    v = vectors[:, index]
    large = v @ f
    small = (K / c) * (v @ g)
    ratio = np.sum(weight * small**2) / np.sum(weight * large**2)
    return energies[index], ratio


def zora(kappa, index, V):
    return solve(kappa, index, V, V)


def dirac(kappa, index, V):
    energy = 0.0
    for _ in range(14):
        previous = energy
        energy, ratio = solve(kappa, index, V, V - previous)
    assert abs(energy - previous) < 1e-7
    return energy, ratio


print(f"speed of light c = {c:.6f} a.u.; 2c^2 = {2*c**2:.3f} hartree")
print(f"nuclear charge Z = {Z:.0f}")

# ---- Point charge: closed formulas against the numerical solver ----
V_point = -Z / r
D_large = -1000.0
print("Point charge, energies in hartree:")
for index, name in ((0, "1s"), (1, "2s")):
    gamma = np.sqrt(1 - (Z / c) ** 2)
    sommerfeld = c**2 * (1 / np.sqrt(1 + (Z / c / (index + gamma)) ** 2) - 1)
    e_dirac, ratio_dirac = dirac(-1, index, V_point)
    e_zora, ratio_zora = zora(-1, index, V_point)
    e_moved, _ = zora(-1, index, V_point + D_large)
    assert abs(e_dirac - sommerfeld) < 1e-5
    assert abs(e_zora - 2 * c**2 * sommerfeld / (2 * c**2 + sommerfeld)) < 1e-5
    assert abs(ratio_zora + e_zora / (2 * c**2)) < 1e-7
    assert abs(ratio_zora - ratio_dirac) < 1e-7
    assert abs(e_moved - D_large - (1 - D_large / (2 * c**2)) * e_zora) < 1e-5
    print(f"  {name}: Dirac {e_dirac:.4f}, ZORA {e_zora:.4f}, W = {ratio_zora:.6f}")
    print(f"      D = {D_large:.0f}: ZORA shift {e_moved-e_zora:.4f},"
          f" false part {e_moved-e_zora-D_large:.4f}")

# ---- Screened neutral model atom ----
screen_H, screen_d = 6.0, 1.0
V_atom = -Z / r / (1 + screen_H * np.expm1(r / screen_d))
D = -1.0
levels = [("1s", -1, 0), ("2s", -1, 1), ("2p1/2", 1, 0), ("2p3/2", -2, 0),
          ("3s", -1, 2), ("4s", -1, 3), ("5s", -1, 4)]
print("Model atom V = -(Z/r)/(1 + H(exp(r/d) - 1)),"
      f" H = {screen_H:.0f}, d = {screen_d:.0f} bohr")
print(f"Added constant D = {D:.1f} hartree; energies in hartree:")
print("  level     E Dirac      E ZORA         W   false shift        D*W")
false_shift, ratios, e_zora_atom, e_dirac_atom = {}, {}, {}, {}
for name, kappa, index in levels:
    e_dirac, _ = dirac(kappa, index, V_atom)
    e_zora, ratio = zora(kappa, index, V_atom)
    e_moved, _ = zora(kappa, index, V_atom + D)
    error = e_moved - e_zora - D
    assert e_dirac < 0 and e_zora < 0
    assert abs(error - D * ratio) < 5e-3 * abs(D * ratio)
    false_shift[name], ratios[name] = error, ratio
    e_zora_atom[name], e_dirac_atom[name] = e_zora, e_dirac
    print(f"  {name:6s}{e_dirac:11.4f} {e_zora:11.4f} {ratio:9.6f}"
          f" {error:13.7f} {D*ratio:10.7f}")

W = ratios["1s"]
share = W / (1 + W)
assert abs(false_shift["1s"] / D - W) < 0.01 * abs(false_shift["1s"] / D - share)
e_dirac_moved, _ = dirac(-1, 0, V_atom + D)
assert abs(e_dirac_moved - e_dirac_atom["1s"] - D) < 1e-6
print(f"1s share of normalised four-spinor W/(1+W) = {share:.6f}")
print(f"1s Dirac shift = {e_dirac_moved-e_dirac_atom['1s']:.6f} hartree")
print(f"1s ZORA shift = {D+false_shift['1s']:.6f} hartree")
print(f"1s false shift = {false_shift['1s']*hartree_in_ev:.4f} eV")
gap_change = false_shift["2p3/2"] - false_shift["1s"]
print(f"false change of gap E(2p3/2)-E(1s) = {gap_change:.6f} hartree"
      f" = {gap_change*hartree_in_ev:.4f} eV")
print(f"1s ZORA minus Dirac, isolated atom = "
      f"{e_zora_atom['1s']-e_dirac_atom['1s']:.4f} hartree")

# The part beyond first order must grow as D squared for a screened potential.
remainders = []
for D_test in (-100.0, -200.0):
    e_moved, _ = zora(-1, 2, V_atom + D_test)
    remainders.append(e_moved - e_zora_atom["3s"] - D_test * (1 + ratios["3s"]))
remainder_ratio = remainders[1] / remainders[0]
assert 3.3 < remainder_ratio < 5.0
print(f"3s remainder beyond first order: D=-100: {remainders[0]:.3e},"
      f" D=-200: {remainders[1]:.3e} hartree")
print(f"  ratio of the two remainders = {remainder_ratio:.3f}")

# ---- Atom inside a spherical shell of neighbours ----
extra_charge, neighbour_charge, mu = 4.0, 40.0, 2.0
print(f"Shell: extra charge {extra_charge:.0f}, screened nuclear charge"
      f" {neighbour_charge:.0f}, screening {mu:.0f} per bohr")
errors_zora, errors_model = [], []
for R in (4.0, 5.0):
    inner, outer = np.minimum(r, R), np.maximum(r, R)
    tail = -neighbour_charge * np.sinh(mu * inner) * np.exp(-mu * outer) / (mu * R * r)
    V_model = V_atom + tail
    V_full = V_model - extra_charge / outer
    D_shell = -extra_charge / R
    tail_centre = -neighbour_charge * np.exp(-mu * R) / R
    dirac_shift = dirac(-1, 0, V_full)[0] - e_dirac_atom["1s"]
    zora_shift = zora(-1, 0, V_full)[0] - e_zora_atom["1s"]
    model_shift = solve(-1, 0, V_full, V_model)[0] - e_zora_atom["1s"]
    error_zora = zora_shift - dirac_shift
    error_model = model_shift - dirac_shift
    predicted_zora = W * (D_shell + tail_centre)
    predicted_model = W * tail_centre
    assert abs(error_zora - predicted_zora) < 5e-3 * abs(predicted_zora)
    assert abs(error_model - predicted_model) < 0.02 * abs(predicted_model)
    assert abs(error_model) < 0.01 * abs(error_zora)
    errors_zora.append(error_zora)
    errors_model.append(error_model)
    print(f"R = {R:.0f} bohr: D = {D_shell:.3f}, tail t = {tail_centre:.6f} hartree")
    print(f"  1s shifts: Dirac {dirac_shift:.6f}, ZORA {zora_shift:.6f},"
          f" model {model_shift:.6f} hartree")
    print(f"  ZORA error {error_zora:.6f}, W(D+t) = {predicted_zora:.6f} hartree")
    print(f"  model error {error_model:.7f}, W t = {predicted_model:.7f} hartree")

gain_zora = errors_zora[0] - errors_zora[1]
gain_model = errors_model[0] - errors_model[1]
assert gain_zora < 0 and abs(gain_model) < 0.05 * abs(gain_zora)
print("False 1s energy change per electron, shell moved from 5 to 4 bohr:")
print(f"  ZORA {gain_zora:.6f} hartree = {gain_zora*hartree_in_ev:.4f} eV")
print(f"  model potential {gain_model:.6f} hartree = {gain_model*hartree_in_ev:.4f} eV")
print("all good")
```

It prints:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
nuclear charge Z = 80
Point charge, energies in hartree:
  1s: Dirac -3532.1921, ZORA -3898.8691, W = 0.103810
      D = -1000: ZORA shift -1103.8100, false part -103.8100
  2s: Dirac -904.8478, ZORA -927.1857, W = 0.024687
      D = -1000: ZORA shift -1024.6869, false part -24.6869
Model atom V = -(Z/r)/(1 + H(exp(r/d) - 1)), H = 6, d = 1 bohr
Added constant D = -1.0 hartree; energies in hartree:
  level     E Dirac      E ZORA         W   false shift        D*W
  1s     -3090.9500  -3408.5905  0.102844    -0.1028440 -0.1028439
  2s      -548.8584   -561.0171  0.022181    -0.0221809 -0.0221809
  2p1/2   -530.5984   -542.4804  0.022420    -0.0224200 -0.0224200
  2p3/2   -455.9140   -464.9309  0.019801    -0.0198015 -0.0198014
  3s      -130.2199   -131.1554  0.007191    -0.0071909 -0.0071909
  4s       -30.8460    -30.9210  0.002433    -0.0024334 -0.0024334
  5s        -5.8178     -5.8220  0.000729    -0.0007287 -0.0007287
1s share of normalised four-spinor W/(1+W) = 0.093253
1s Dirac shift = -1.000000 hartree
1s ZORA shift = -1.102844 hartree
1s false shift = -2.7985 eV
false change of gap E(2p3/2)-E(1s) = 0.083042 hartree = 2.2597 eV
1s ZORA minus Dirac, isolated atom = -317.6406 hartree
3s remainder beyond first order: D=-100: -5.238e-04, D=-200: -2.092e-03 hartree
  ratio of the two remainders = 3.994
Shell: extra charge 4, screened nuclear charge 40, screening 2 per bohr
R = 4 bohr: D = -1.000, tail t = -0.003355 hartree
  1s shifts: Dirac -1.003355, ZORA -1.106544, model -1.003700 hartree
  ZORA error -0.103189, W(D+t) = -0.103189 hartree
  model error -0.0003449, W t = -0.0003450 hartree
R = 5 bohr: D = -0.800, tail t = -0.000363 hartree
  1s shifts: Dirac -0.800363, ZORA -0.882676, model -0.800401 hartree
  ZORA error -0.082313, W(D+t) = -0.082313 hartree
  model error -0.0000373, W t = -0.0000374 hartree
False 1s energy change per electron, shell moved from 5 to 4 bohr:
  ZORA -0.020876 hartree = -0.5681 eV
  model potential -0.000308 hartree = -0.0084 eV
all good
```
